# Finding Room for a Precursor: Grid Search or Voronoi Vertices: test program

```python
"""
Result under test: among equal disks (radius R) on a periodic rectangular surface,
a disk of radius r fits somewhere if and only if D >= R + r, where D is the largest
value of d(x) = distance from x to the nearest disk centre (periodic images included),
and D is found by evaluating d at the vertices of the periodic Voronoi diagram only.

Symbols: cell = (Lx, Ly); centres = disk centres; mu = half the cell diagonal, an
upper bound on D; critical radius = D - R, the largest precursor that fits.
Independent road: branch-and-bound maximisation of the clearance, which uses only
that clearance changes no faster than distance, and never builds a Voronoi diagram.
Lengths are in nm. Molecular sizes and process values are rough typical values.
"""
import numpy as np
from scipy.spatial import Voronoi
from scipy import constants as const


def clearance(points, centres, cell, radii=0.0):
    """Smallest (distance to centre - radius) over all disks and images."""
    delta = points[:, None, :] - centres[None, :, :]
    delta -= cell * np.round(delta / cell)
    return (np.hypot(delta[..., 0], delta[..., 1]) - radii).min(axis=1)


def voronoi_vertices(centres, cell):
    """Vertices of the periodic Voronoi diagram that lie in the home cell."""
    centres = centres % cell
    margin = 1.001 * 0.5 * np.hypot(*cell)
    nx, ny = np.ceil(margin / cell).astype(int)
    shifts = np.array([(i, j) for i in range(-nx, nx + 1)
                       for j in range(-ny, ny + 1)]) * cell
    images = (centres[None, :, :] + shifts[:, None, :]).reshape(-1, 2)
    near = np.all((images >= -margin) & (images <= cell + margin), axis=1)
    vertices = Voronoi(images[near]).vertices
    home = np.all((vertices >= -1e-9) & (vertices < cell + 1e-9), axis=1)
    return vertices[home]


def largest_hole(centres, cell):
    """Return D, its centre and all candidate vertices."""
    vertices = voronoi_vertices(centres, cell)
    distances = clearance(vertices, centres, cell)
    best = np.argmax(distances)
    return distances[best], vertices[best], vertices


def branch_and_bound(centres, cell, radii=0.0, tol=1e-7):
    """Global maximum of the clearance, certified to within tol."""
    n = 24
    half = cell / (2 * n)
    gx, gy = np.meshgrid(np.arange(n), np.arange(n))
    boxes = (2 * np.column_stack([gx.ravel(), gy.ravel()]) + 1) * half
    best, where = -np.inf, None
    while len(boxes):
        values = clearance(boxes, centres, cell, radii)
        k = np.argmax(values)
        if values[k] > best:
            best, where = values[k], boxes[k]
        boxes = boxes[values + np.hypot(*half) > best + tol]
        half = half / 2
        corners = np.array([(-1, -1), (-1, 1), (1, -1), (1, 1)]) * half
        boxes = (boxes[:, None, :] + corners[None, :, :]).reshape(-1, 2)
    return best, where


def grid_points(cell, nx, ny):
    gx, gy = np.meshgrid((np.arange(nx) + 0.5) / nx, (np.arange(ny) + 0.5) / ny)
    return np.column_stack([gx.ravel(), gy.ravel()]) * cell


rng = np.random.default_rng(7)

# ---- Tests on general configurations ------------------------------------
worst_value, worst_place, n_random = 0.0, 0.0, 40
for trial in range(n_random):
    box = rng.uniform(1.0, 4.0, 2)
    if trial % 4 == 0:
        box = np.array([1.0, 6.0])          # strongly elongated cell
    number = int(rng.integers(5, 26))
    pts = rng.random((number, 2)) * box
    D_vor, _, verts = largest_hole(pts, box)
    D_bb, place = branch_and_bound(pts, box)
    shift = verts - place
    shift -= box * np.round(shift / box)
    worst_value = max(worst_value, abs(D_vor - D_bb))
    worst_place = max(worst_place, np.hypot(shift[:, 0], shift[:, 1]).min())
    assert len(verts) == 2 * number          # generic count on a torus
    assert D_vor <= 0.5 * np.hypot(*box) + 1e-12
assert worst_value < 1e-6                    # search is certified to 1e-7
assert worst_place < 5e-3                    # the maximiser is a vertex
unit = np.array([1.0, 1.0])
assert abs(largest_hole(np.array([[0.3, 0.2]]), unit)[0] - np.sqrt(0.5)) < 1e-12

# ---- Example: inhibitors on the triangular site lattice of Co(0001) -----
a = 0.25                 # site spacing, rough
R = 0.35                 # inhibitor radius (aniline), rough
r_mono, r_dimer = 0.30, 0.40   # trimethylaluminium monomer and dimer, rough
nx, ny = 21, 12
cell = np.array([nx * a, ny * np.sqrt(3) * a])
origin = np.array([0.3717, 0.2239]) * a
sites = np.array([(i + 0.5 * s, (j + 0.5 * s) * np.sqrt(3))
                  for i in range(nx) for j in range(ny) for s in (0, 1)]) * a + origin
dd = sites[:, None, :] - sites[None, :, :]
dd -= cell * np.round(dd / cell)
conflict = np.hypot(dd[..., 0], dd[..., 1]) < 2 * R


def random_layer():
    """Random arrival on sites without overlap until no site is free."""
    blocked = np.zeros(len(sites), bool)
    chosen = []
    for s in rng.permutation(len(sites)):
        if not blocked[s]:
            chosen.append(s)
            blocked |= conflict[s]
    assert blocked.all()
    return sites[chosen]


layer = random_layer()
D, hole, verts = largest_hole(layer, cell)
D_check, _ = branch_and_bound(layer, cell)
assert abs(D - D_check) < 1e-6
distinct = np.unique(np.round(verts, 6), axis=0)
assert len(distinct) <= 2 * len(layer)
rel = layer - hole
rel -= cell * np.round(rel / cell)
dist = np.hypot(rel[:, 0], rel[:, 1])
touching = rel[np.abs(dist - D) < 1e-7]
assert len(touching) >= 3
p, q, s = touching[:3]
sides = [np.hypot(*(p - q)), np.hypot(*(q - s)), np.hypot(*(s - p))]
u, v = q - p, s - p
circumradius = np.prod(sides) / (2 * abs(u[0] * v[1] - u[1] * v[0]))
assert abs(circumradius - D) < 1e-9
n_fit_vertices = int((clearance(distinct, layer, cell) >= R + r_mono).sum())

# Ordered 3x3 layer in the same cell
ordered = np.array([(3 * i + 1.5 * t, (3 * j + 1.5 * t) * np.sqrt(3))
                    for i in range(nx // 3) for j in range(ny // 3)
                    for t in (0, 1)]) * a + origin
D_ord = largest_hole(ordered, cell)[0]
assert abs(D_ord - np.sqrt(3) * a) < 1e-9
assert abs(D_ord - branch_and_bound(ordered, cell)[0]) < 1e-6

# Many layers, with a coarse grid search for comparison
h = 0.10
gnx, gny = np.ceil(cell / h).astype(int)
coarse = grid_points(cell, gnx, gny)
n_layers = 200
D_all, D_grid, counts = [], [], []
for k in range(n_layers):
    lay = random_layer()
    D_k = largest_hole(lay, cell)[0]
    g_k = clearance(coarse, lay, cell).max()
    assert -1e-9 <= D_k - g_k <= h / np.sqrt(2) + 1e-9
    assert D_k < 2 * R + a / np.sqrt(3)      # every site is blocked
    if k < 40:
        assert abs(D_k - branch_and_bound(lay, cell)[0]) < 1e-6
    D_all.append(D_k)
    D_grid.append(g_k)
    counts.append(len(lay))
D_all, D_grid, counts = map(np.array, (D_all, D_grid, counts))
fit_mono = D_all >= R + r_mono
fit_dimer = D_all >= R + r_dimer
missed = int((fit_mono & (D_grid < R + r_mono)).sum())

# ---- Size of neglected effects ------------------------------------------
T = 500.0                                   # K, rough
kT = const.k * T
amu = const.atomic_mass
# Unequal inhibitors: radii spread uniformly by up to 10 percent
spread = 0.10
radii = R * (1 + spread * rng.uniform(-1, 1, len(layer)))
rc_unequal, _ = branch_and_bound(layer, cell, radii)
rc_vertices = clearance(verts, layer, cell, radii).max()
assert abs(rc_unequal - (D - R)) <= spread * R + 1e-6
assert rc_vertices < rc_unequal - 1e-5      # ordinary vertices miss the maximum
# Thermal lateral vibration of inhibitors (classical oscillator)
mode_meV, mass_inh = 5.0, 93.0              # rough
omega = mode_meV * 1e-3 * const.e / const.hbar
rms = np.sqrt(kT / (mass_inh * amu * omega**2)) * 1e9
D_vib = []
for _ in range(200):
    move = rng.normal(0, rms, layer.shape)
    D_v = largest_hole(layer + move, cell)[0]
    assert abs(D_v - D) <= np.hypot(move[:, 0], move[:, 1]).max() + 1e-9
    D_vib.append(D_v)
D_vib = np.array(D_vib)
# Soft exponential repulsion: a 5 kT collision comes closer than a 1 kT one
decay, energy_ratio = 0.03, 5.0             # nm, rough
soft = decay * np.log(energy_ratio)
fit_soft = int((D_all >= R + r_mono - soft).sum())
fit_soft_dimer = int((D_all >= R + r_dimer - soft).sum())
# Barrier for one hop per pulse, and precursor hits on the allowed area
attempt, pulse, pressure, mass_pre = 1e13, 0.1, 0.01, 72.0   # 1/s, s, Torr, u
barrier = kT * np.log(attempt * pulse) / const.e
flux = pressure * const.torr / np.sqrt(2 * np.pi * mass_pre * amu * kT) * 1e-18
area = [np.prod(cell) * np.mean(clearance(grid_points(cell, m, m), layer, cell)
                                >= R + r_mono) for m in (200, 300)]

# ---- Output --------------------------------------------------------------
print(f"random test cells: {n_random}; worst |D_Voronoi - D_search| = {worst_value:.1e}")
print(f"worst distance of search maximum from a vertex = {worst_place:.1e}")
print(f"site spacing a = {a:.2f} nm; inhibitor radius R = {R:.2f} nm")
print(f"precursor radius: monomer {r_mono:.2f} nm, dimer {r_dimer:.2f} nm")
print(f"cell = {cell[0]:.4f} x {cell[1]:.4f} nm; sites = {len(sites)}")
print(f"bound mu (half diagonal) = {0.5*np.hypot(*cell):.4f} nm")
print("ONE RANDOM LAYER")
print(f"inhibitors N = {len(layer)}; disk coverage = {len(layer)*np.pi*R**2/np.prod(cell):.4f}")
print(f"distinct Voronoi vertices = {len(distinct)}; generic count 2N = {2*len(layer)}")
print(f"largest hole centre = ({hole[0]:.4f}, {hole[1]:.4f}) nm")
print(f"largest centre distance D = {D:.5f} nm; search gives {D_check:.5f} nm")
print(f"inhibitors touching the largest empty circle = {len(touching)}")
for i, t in enumerate(touching[:3], 1):
    print(f"  touching centre {i} relative to hole = ({t[0]:+.5f}, {t[1]:+.5f}) nm")
print(f"triangle sides = {sides[0]:.5f}, {sides[1]:.5f}, {sides[2]:.5f} nm")
print(f"circumradius from sides and area = {circumradius:.5f} nm")
print(f"critical precursor radius D - R = {D-R:.5f} nm = {(D-R)*10:.4f} angstrom")
print(f"needed D: monomer {R+r_mono:.2f} nm, dimer {R+r_dimer:.2f} nm")
print(f"monomer fits: {bool(D >= R+r_mono)}; dimer fits: {bool(D >= R+r_dimer)}")
print(f"vertices at which the monomer fits = {n_fit_vertices}")
print("ORDERED 3x3 LAYER")
print(f"inhibitors = {len(ordered)}; D = {D_ord:.5f} nm; critical radius = {D_ord-R:.5f} nm")
print(f"disk coverage = {len(ordered)*np.pi*R**2/np.prod(cell):.4f}")
print(f"ENSEMBLE OF {n_layers} RANDOM LAYERS")
print(f"mean N = {counts.mean():.2f}; mean coverage = {counts.mean()*np.pi*R**2/np.prod(cell):.4f}")
print(f"D: mean {D_all.mean():.4f}, min {D_all.min():.4f}, max {D_all.max():.4f} nm")
print(f"upper bound 2R + a/sqrt(3) = {2*R+a/np.sqrt(3):.4f} nm")
print(f"layers admitting monomer = {fit_mono.sum()}; dimer = {fit_dimer.sum()}")
print(f"grid search, spacing at most {h:.2f} nm: {len(coarse)} points per layer")
print(f"largest grid underestimate of D = {(D_all-D_grid).max():.4f} nm; bound {h/np.sqrt(2):.4f} nm")
print(f"layers where grid misses a monomer hole = {missed}")
print("NEGLECTED EFFECTS")
print(f"temperature = {T:.0f} K; kT = {kT/const.e*1e3:.2f} meV")
print(f"radius spread +-{spread*100:.0f} %: true critical radius = {rc_unequal:.5f} nm")
print(f"  ordinary Voronoi vertices alone would give {rc_vertices:.5f} nm")
print(f"lateral mode {mode_meV:.0f} meV, mass {mass_inh:.0f} u: rms shift per axis = {rms:.4f} nm")
print(f"  D with vibration: mean {D_vib.mean():.4f}, std {D_vib.std():.4f} nm")
print(f"  snapshots of 200 admitting monomer = {(D_vib >= R+r_mono).sum()}, dimer = {(D_vib >= R+r_dimer).sum()}")
print(f"soft contact, decay {decay:.2f} nm, {energy_ratio:.0f} kT: approach = {soft:.4f} nm")
print(f"  layers then admitting monomer = {fit_soft}, dimer = {fit_soft_dimer}")
print(f"attempt rate {attempt:.0e} 1/s, pulse {pulse:.1f} s: barrier for one hop = {barrier:.3f} eV")
print(f"pressure {pressure:.2f} Torr, precursor mass {mass_pre:.0f} u: flux = {flux:.3e} 1/(nm2 s)")
print(f"allowed area for monomer centre = {area[0]:.4f} (200 grid), {area[1]:.4f} (300 grid) nm2")
print(f"hits on allowed area per pulse = {flux*area[1]*pulse:.3g}")
print("all tests passed")
```

It prints:

```
random test cells: 40; worst |D_Voronoi - D_search| = 5.3e-08
worst distance of search maximum from a vertex = 3.2e-07
site spacing a = 0.25 nm; inhibitor radius R = 0.35 nm
precursor radius: monomer 0.30 nm, dimer 0.40 nm
cell = 5.2500 x 5.1962 nm; sites = 504
bound mu (half diagonal) = 3.6933 nm
ONE RANDOM LAYER
inhibitors N = 31; disk coverage = 0.4373
distinct Voronoi vertices = 62; generic count 2N = 62
largest hole centre = (3.8375, 4.9980) nm
largest centre distance D = 0.78675 nm; search gives 0.78675 nm
inhibitors touching the largest empty circle = 3
  touching centre 1 relative to hole = (-0.49457, -0.61187) nm
  touching centre 2 relative to hole = (-0.74457, +0.25416) nm
  touching centre 3 relative to hole = (+0.63043, +0.47067) nm
triangle sides = 0.90139, 1.39194, 1.56125 nm
circumradius from sides and area = 0.78675 nm
critical precursor radius D - R = 0.43675 nm = 4.3675 angstrom
needed D: monomer 0.65 nm, dimer 0.75 nm
monomer fits: True; dimer fits: True
vertices at which the monomer fits = 29
ORDERED 3x3 LAYER
inhibitors = 56; D = 0.43301 nm; critical radius = 0.08301 nm
disk coverage = 0.7900
ENSEMBLE OF 200 RANDOM LAYERS
mean N = 31.80; mean coverage = 0.4487
D: mean 0.7822, min 0.7087, max 0.8036 nm
upper bound 2R + a/sqrt(3) = 0.8443 nm
layers admitting monomer = 200; dimer = 176
grid search, spacing at most 0.10 nm: 2756 points per layer
largest grid underestimate of D = 0.0532 nm; bound 0.0707 nm
layers where grid misses a monomer hole = 0
NEGLECTED EFFECTS
temperature = 500 K; kT = 43.09 meV
radius spread +-10 %: true critical radius = 0.44548 nm
  ordinary Voronoi vertices alone would give 0.43519 nm
lateral mode 5 meV, mass 93 u: rms shift per axis = 0.0278 nm
  D with vibration: mean 0.7972, std 0.0136 nm
  snapshots of 200 admitting monomer = 200, dimer = 200
soft contact, decay 0.03 nm, 5 kT: approach = 0.0483 nm
  layers then admitting monomer = 200, dimer = 200
attempt rate 1e+13 1/s, pulse 0.1 s: barrier for one hop = 1.191 eV
pressure 0.01 Torr, precursor mass 72 u: flux = 1.851e+04 1/(nm2 s)
allowed area for monomer centre = 0.6690 (200 grid), 0.6681 (300 grid) nm2
hits on allowed area per pulse = 1.24e+03
all tests passed
```
